# Gelation of Randomly Paired Trifunctional Silanols by Union-Find Simulation

## What a single block size cannot tell

A simulated block of 1000 trifunctional silanol units, half of whose sites have reacted, has on average 142.6 units in its largest cluster. It is tempting to read this as a gel holding 14 % of the material. A block of 64000 units should then hold a cluster of \(64\times142.6\approx9130\) units. The simulation gives 2475, too few by a factor of 3.7. The 14 % was no gel fraction: at this conversion the largest cluster grows more slowly than the block, and its share of the material tends to zero. To locate gelation from simulated largest clusters one must know how the largest cluster grows with block size below, at and above the gel point, and how large the errors of a finite simulation are.

## Model and conventions

There are \(N\) units, such as methylsilanetriol, each with three silanol sites. Two sites condense to one Si–O–Si bond. With \(m\) bonds the conversion is the fraction of reacted sites,

\[
p=\frac{2m}{3N}.
\]

All free sites are equally reactive, any two may pair whatever their distance, and bonds do not break. This is a mean-field model. The power 2/3 derived below belongs to its gel point, not to every conversion.

At each step two free sites are chosen at random. The same result follows from shuffling all \(M=3N\) sites once, joining first with second, third with fourth, and so on, and revealing \(m\) of these pairs. A given set of \(m\) pairs arises from \(m!\,2^m(M-2m)!\) shuffles: the order of the pairs, the order within each pair, and the order of the rest. This number is the same for every set, so all sets are equally likely, and there are

\[
Z(M,m)=\frac{M!}{(M-2m)!\,m!\,2^m}
\]

of them. The shuffle permits a bond between two sites of one unit, which is chemically absurd. The ring count below shows that the mean number of such bonds is \(p\) in the whole block, which is negligible.

## The union-find structure

Each unit stores a parent, and a root is its own parent. Two units belong to one cluster if they have the same root.

```
find(i):  while parent[i] != i:
              parent[i] = parent[parent[i]]
              i = parent[i]
          return i

bond(a,b): i = find(a); j = find(b)
           if i == j: loops[i] += 1; return
           if size[i] < size[j]: swap i and j
           squares  += 2*size[i]*size[j]
           parent[j] = i
           size[i]  += size[j]
           loops[i] += loops[j]
```

The line for `squares` keeps \(\sum s^2\) current, because \((s_i+s_j)^2-s_i^2-s_j^2=2s_is_j\). The largest size is updated after each merger.

Hanging the smaller cluster under the larger keeps searches short. A unit moves one level deeper when its cluster is absorbed by one at least as large, so its cluster at least doubles. This can happen at most \(\log_2N\) times, which means 15 levels for \(N=64000\). The line that resets `parent[i]` shortens the paths further.

## Gel point, weight average and gel fraction

Follow a bond to a new unit. It has two further sites, each reacted with probability \(p\) to leading order in \(1/N\), so the mean number of onward bonds is \(2p\). Let \(T\) be the mean number of units reached through one bond. The first unit counts one, and each onward bond again brings \(T\):

\[
T=1+2pT\quad\Rightarrow\quad T=\frac1{1-2p}.
\]

A randomly chosen unit has \(3p\) bonds on average. Its mean cluster size, which is the weight average \(X_w=\sum s^2/N\), is

\[
X_w=1+3pT=\frac{1-2p+3p}{1-2p}=\frac{1+p}{1-2p}.
\]

It diverges at \(p=1/2\). At \(p=0.40\) the formula gives 7.000, and the simulation with \(N=64000\) gives 6.974.

This argument assumes that branches do not meet again. To test the assumption, count rings of \(k\) units. There are about \(N^k\) ordered choices of units, and each unit has \(3\cdot2\) choices of entry and exit site. The same ring is counted \(2k\) times, for its starting points and directions. A specified pair of sites is bonded with probability \(p/(3N)\) to leading order. Hence

\[
R_k=\frac{(6N)^k}{2k}\left(\frac{p}{3N}\right)^k=\frac{(2p)^k}{2k},
\qquad
\sum_{k\ge1}R_k=-\tfrac12\ln(1-2p).
\]

The case \(k=1\) gives the \(p\) bonds within single units quoted above. Below the gel point the total does not grow with \(N\), so loops are negligible per unit. At \(p=0.40\) the formula gives 0.805 loops in the whole block; 0.793 are found for \(N=8000\).

Above the gel point let \(v\) be the probability that a site does not lead into the gel. Either the site is free, or it is bonded and both further sites fail:

\[
v=1-p+pv^2\quad\Rightarrow\quad (v-1)\,[\,pv-(1-p)\,]=0.
\]

The probability that a branch ends within \(g\) generations starts from zero and rises with \(g\) towards the smaller root. For \(p>1/2\) this is \(v=(1-p)/p\). A unit is outside the gel if all three sites fail, so the gel fraction is

\[
S=1-\left(\frac{1-p}{p}\right)^3 .
\]

With \(p=\tfrac12+\varepsilon\) and small \(\varepsilon\), \(v\approx1-4\varepsilon\) and \(S\approx12\varepsilon\): the gel starts from zero without a jump. At \(p=0.6\) the formula gives 0.704 and the simulation 0.703.

## Counting trees in a finite block

At \(p=1/2\) these formulas give a diverging average and a vanishing gel fraction, but no size for the largest cluster. That size follows from the number of clusters in a finite block. Take first the clusters without loops.

**Shapes.** A tree on \(s\) labelled units can be coded by repeatedly removing the end unit of lowest label and writing down its neighbour, until two units remain. The code is reversible, has \(s-2\) entries, and contains unit \(i\) exactly \(d_i-1\) times if it has \(d_i\) bonds. There are thus \((s-2)!/\prod(d_i-1)!\) trees with given \(d_i\). The bonds of unit \(i\) can be assigned to its sites in \(3!/(3-d_i)!\) ways. Each unit contributes

\[
\frac{3!}{(3-d_i)!\,(d_i-1)!}=3\binom{2}{d_i-1}.
\]

Since \(\sum(d_i-1)=s-2\), summing the product of binomials counts the ways to choose \(s-2\) objects from \(2s\). The number of shapes is

\[
3^s(s-2)!\binom{2s}{s-2}=3^s\frac{(2s)!}{(s+2)!}.
\]

For \(s=1\) this gives 1, as it should.

**Probability.** The tree uses \(s-1\) bonds and leaves \(3s-2(s-1)=s+2\) sites free. The other \(3N-3s\) sites carry the remaining \(m-s+1\) bonds. The mean number of such trees is therefore

\[
t_s=\binom Ns 3^s\frac{(2s)!}{(s+2)!}\,
\frac{Z(3N-3s,\,m-s+1)}{Z(3N,\,m)} .
\]

No approximation has been made. For \(N=1000\) at \(p=1/2\) it gives 0.429 trees with 100 units or more (summed to 700), and sampling gives 0.446.

**Large blocks.** Write \((A)_k=A!/(A-k)!\) and let \(F=3N-2m\) be the number of free sites. Inserting \(Z\) gives

\[
t_s=\frac{(N)_s}{s!}\,3^s\frac{(2s)!}{(s+2)!}\,
\frac{2^{s-1}(F)_{s+2}\,(m)_{s-1}}{(3N)_{3s}} .
\]

At the gel point \(F=2m=3N/2\). Replacing each \((A)_k\) by \(A^k\) leaves

\[
3N\,\frac{(2s)!}{s!\,(s+2)!}\,2^{-2s-1}\approx\frac{3N}{2\sqrt\pi}\,s^{-5/2},
\]

where \((2s)!/(s!)^2\approx4^s/\sqrt{\pi s}\) and \((s+2)!\approx s^2s!\). The next terms come from

\[
\ln(A)_k=k\ln A+\sum_{j<k}\ln\!\left(1-\frac jA\right)\approx k\ln A-\frac{k^2}{2A}-\frac{k^3}{6A^2}.
\]

In the order \((N)_s\), \((F)_{s+2}\), \((m)_{s-1}\), \(1/(3N)_{3s}\), the coefficients of \(s^2/N\) and \(s^3/N^2\) add up to

\[
-\tfrac12-\tfrac13-\tfrac23+\tfrac32=0,
\qquad
-\tfrac16-\tfrac2{27}-\tfrac8{27}+\tfrac12=-\tfrac1{27}.
\]

The quadratic terms cancel at the gel point, and

\[
t_s\approx\frac{3N}{2\sqrt\pi}\,s^{-5/2}\exp\!\left(-\frac{s^3}{27N^2}\right).
\]

The exponent reaches \(-1\) at \(s=3N^{2/3}\). The largest terms dropped are of order \(s/N\) and \(s^4/N^3\), both \(N^{-1/3}\) at this size. For \(N=10^9\) and \(s=3N^{2/3}\) the full count is 0.9985 times the approximate one.

## Why the largest cluster grows as \(N^{2/3}\)

Set \(s=yN^{2/3}\). The powers of \(N\) in \(t_s\,ds\) are \(1-\tfrac53+\tfrac23=0\), so the mean number of trees larger than \(xN^{2/3}\) is

\[
n(x)=\frac3{2\sqrt\pi}\int_x^\infty y^{-5/2}e^{-y^3/27}\,dy,
\]

independent of \(N\). For small \(x\) it is about \(x^{-3/2}/\sqrt\pi\), which is large, so some trees of this order are to be expected. For large \(x\) it falls faster than exponentially, and the probability of finding any such tree cannot exceed \(n(x)\). The largest tree is therefore of order \(N^{2/3}\).

Clusters with loops need a scaling argument. A tree of \(s\) units has about \(s^2/2\) pairs of free sites, and joining a given pair changes the weight by a factor of order \(1/N\). A cluster with one ring is then counted once for each ring bond that could have been the last to form. In a large random tree at the gel point the path between two typical units has of order \(\sqrt s\) bonds, a known property used here without proof. The ratio of one-ring clusters to trees is thus of order

\[
\frac{s^2}{N\sqrt s}=\frac{s^{3/2}}N ,
\]

which is of order one at \(s\sim N^{2/3}\). Loops change the prefactor but not the power. In the simulation the mean number of loops in the largest cluster is 0.54, 0.59 and 0.73 for \(N=1000\), 8000 and 64000, with sampling errors of about 0.03, 0.05 and 0.11, so the apparent rise is not significant, while the cluster itself grows 17-fold.

## Width of the transition

Let \(p=\tfrac12+\varepsilon\). The leading powers in \(t_s\) now carry \(p^{s-1}(1-p)^{s+2}\). Relative to the gel point this brings the factor

\[
[4p(1-p)]^s=(1-4\varepsilon^2)^s\approx e^{-4\varepsilon^2s}.
\]

The quadratic terms no longer cancel. With \(F=3N(1-p)\) and \(m=3Np/2\) their coefficient is

\[
1-\frac1{6(1-p)}-\frac1{3p}\approx\left(-\tfrac23+\tfrac43\right)\varepsilon=\tfrac23\varepsilon .
\]

For \(\varepsilon=xN^{-1/3}\) and \(s=yN^{2/3}\) the exponent becomes

\[
-4x^2y+\tfrac23xy^2-\tfrac1{27}y^3 ,
\]

again free of \(N\). The transition has a width of order \(N^{-1/3}\), and inside it the mean largest size \(L\) should obey

\[
L=N^{2/3}\,\Phi\!\left[(p-\tfrac12)N^{1/3}\right].
\]

Take \(x=0.2\), which means \(p=0.52\), 0.51 and 0.505 for the three blocks. The values of \(L/N^{2/3}\) are 2.19, 2.46 and 2.48. At the fixed conversion \(p=0.52\) the same quantity rises by a factor \(e^{0.572+0.780}\approx3.9\) from the smallest block to the largest.

Outside the window other laws hold. Below it, the largest size follows from \(Ns^{-5/2}e^{-s/s_0}\sim1\) with \(s_0=-1/\ln[4p(1-p)]\), so \(L\) grows as \(s_0\ln N\) to leading order. The leading term is a poor estimate at these sizes, because the factor \(s^{-5/2}\) still matters: at \(p=0.40\), \(s_0\approx24\), and \(L\) is only about 0.2 of \(s_0\ln N\) for 1000 units and 0.3 for 64000. The apparent power between these sizes is 0.23; it should fall further for larger blocks. Above the window \(L\approx SN\). At \(p=0.53\) the apparent power is 1.02. A likely reason for the excess over 1 is that the smallest block is still inside its window there, but this was not tested separately.

## Error analysis

**Sampling.** At the gel point the largest cluster is one of a few of similar size, so its relative scatter does not shrink as \(N\) grows. The standard errors of the means confirm this. Multiplied by the square root of the number of runs, they give single-run scatters of

\[
\frac{2.0}{142.6}\sqrt{1000}=0.44,\quad
\frac{16.9}{604.9}\sqrt{300}=0.48,\quad
\frac{161.6}{2474.9}\sqrt{70}=0.55 .
\]

A larger block does not replace repeated runs. With scatter \(\sigma\approx0.5\), the exponent obtained from two sizes has the standard error

\[
\delta\approx\frac{\sigma}{\ln(N_2/N_1)}\sqrt{\frac1{R_1}+\frac1{R_2}} ,
\]

where \(R_1,R_2\) are the numbers of runs. An error of 0.005 over the same range of sizes would need about 1200 runs at each end.

**Exponent.** Between the smallest and the largest block

\[
\frac{\ln(2474.9/142.6)}{\ln64}=\frac{2.854}{4.159}=0.686\pm0.016 .
\]

This is 0.020 above 2/3, or 1.2 standard errors. A finite-size bias is also expected. If \(L=cN^{2/3}(1-aN^{-1/3})\), the apparent exponent is too large by about

\[
\frac{a\,(0.100-0.025)}{4.159}=0.018\,a ,
\]

but \(a\) was not measured. Sampling error alone can account for a difference of this size.

**Gel point.** The curves of \(L/N^{2/3}\) for two block sizes should cross at \(p=1/2\), since there \(\Phi\) has the same argument for both. The crossing locates gelation without assuming its position, but it does assume the power 2/3. For 1000 and 8000 units the logarithm of their ratio is \(-0.037\) at \(p=0.495\) and \(+0.059\) at 0.500, so

\[
p_\times=0.495+0.005\,\frac{0.037}{0.096}=0.497 .
\]

The slope is \(0.096/0.005\approx19\). The sampling error of the log ratio, \(\sqrt{0.014^2+0.028^2}=0.031\), becomes \(0.031/19=0.0016\) in conversion. The bias is about \(-0.05a/19=-0.003a\). For 8000 and 64000 units the crossing is at 0.4994, the slope is 41, the sampling error is 0.0017 and the bias is \(-0.0006a\). The second crossing agrees with 1/2 within its sampling error. The first lies about two sampling errors below 1/2; chance and a finite-size bias may both contribute, but \(a\) was not measured.

The window law requires the slope to double when \(N^{1/3}\) doubles. The values 19 and 41 agree with this, but their sampling errors are about 3 and 9, so the test is a rough one. With the form of correction assumed above, the bias of the log ratio falls as \(N^{-1/3}\). The slope rises as \(N^{1/3}\), so the bias of the crossing then falls as \(N^{-2/3}\).

## Comparison with an organosilicate film

Methylsilsesquioxane-like low-k films form by this condensation. At half conversion the mass per silicon is 80.6 g/mol. With a rough density of 1.2 g/cm³ there are 9.0 units per nm³, and 64000 units fill a cube of 19 nm edge. In such a film a silanol cannot reach a partner across the block, and each bond may alter the reactivity of the sites left on its unit. Both effects were sized for \(N=8000\) at the same density, without double links. The marker of gelation is the conversion at which \(\sum s^2\), taken without the largest cluster, peaks. Random pairing puts it at \(0.512\pm0.004\), so shifts are quoted from there.

| Bonding rule | Shift of marker | Bonds closing loops |
|---|---|---|
| reach 1.0 nm | +0.03 | 1.0 % |
| reach 0.6 nm | +0.10 | 5.4 % |
| reactivity halved per bond | +0.08 | 0.03 % |
| reach 0.6 nm and halved | +0.135 | 4.5 % |

The reaches and the factor one half are illustrative inputs, and the units sit at fixed random points with no excluded volume. The values depend on both the block and this placement. With 32000 units the marker for short reach and halved reactivity rises by about 0.01. With the units on a body-centred cubic lattice of the same density, again with eight neighbours within 0.6 nm, the shift at reach 0.6 nm falls to about +0.06 and the loop bonds to about 1.5 %. Loops explain part of the shift at short reach: leaving out the loop bonds lowers the marker from 0.608 to \(0.608\times0.946=0.575\), still well above 0.512. Halved reactivity delays gelation without extra loops. It spreads the bonds more evenly, so fewer units carry the three bonds that make a branch point.

For these inputs the two effects together move the marker at \(N=8000\) from 0.512 to 0.647. The distance between the marker and the gel point of a very large block may differ from rule to rule, so these shifts are not exact shifts of the gel point. Real organosilanetriols can also form small rings and cages, whose closing bonds do not extend the network. Pairing at any distance and equal reactivity are thus both doubtful assumptions for a film; which of them matters more depends on the inputs. Cage chemistry, diffusion, solvent loss and bond reversal are left out, so 0.647 is not a prediction for a given film. The power 2/3 was not tested for local bonding and should not be carried over to it. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
film density (rough input): 1.2 g/cm3
molar mass per Si at p=0.5: 80.63 g/mol
unit density: 8.96 per nm3
N=1000: runs 1000, block edge 4.81 nm
  largest at p=0.5: 142.6 +- 2.0 units
  largest/N^(2/3) at p=0.5: 1.426
  same at p=1/2+0.2 N^(-1/3): 2.185
  loops in largest at p=0.5: 0.54
N=8000: runs 300, block edge 9.63 nm
  largest at p=0.5: 604.9 +- 16.9 units
  largest/N^(2/3) at p=0.5: 1.512
  same at p=1/2+0.2 N^(-1/3): 2.458
  loops in largest at p=0.5: 0.59
N=64000: runs 70, block edge 19.26 nm
  largest at p=0.5: 2474.9 +- 161.6 units
  largest/N^(2/3) at p=0.5: 1.547
  same at p=1/2+0.2 N^(-1/3): 2.476
  loops in largest at p=0.5: 0.73
log ratio of scaled largest clusters, larger block over smaller:
  p           0.470  0.480  0.490  0.495  0.500  0.505  0.510  0.520  0.530
  1000/8000  -0.433 -0.314 -0.162 -0.037  0.059  0.198  0.344  0.572  0.723
  8000/64000 -0.660 -0.509 -0.295 -0.181  0.023  0.244  0.528  0.780  0.763
crossing N=1000/8000: p = 0.4969
crossing N=8000/64000: p = 0.4994
growth exponent at p=0.50: 0.686 +- 0.016
growth exponent at p=0.40: 0.225
growth exponent at p=0.53: 1.024
weight average p=0.30: simulated 3.248, formula 3.250 units
weight average p=0.40: simulated 6.974, formula 7.000 units
loops at p=0.40, N=8000: simulated 0.793, formula 0.805
gel fraction p=0.6: simulated 0.7031, formula 0.7037
gel fraction p=0.8: simulated 0.9843, formula 0.9844
trees s=1, N=1000, p=0.5: sampled 125.027, exact 124.875
trees s=2, N=1000, p=0.5: sampled 46.989, exact 46.875
trees s=5, N=1000, p=0.5: sampled 8.788, exact 8.816
trees s>=100, N=1000, p=0.5: sampled 0.446, exact 0.429
exact/asymptotic trees, N=1e9, s=3N^(2/3): 0.9985
reaches: 0.6 and 1.0 nm; reactivity factor per bond: 0.5
mean neighbours within 0.6 nm: 8.1
mean neighbours within 1.0 nm: 37.5
gel marker for N=8000, 16 runs each:
  random pairing: p=0.512 +- 0.004, shift +0.000, loop bonds 0.03 %
  short reach: p=0.608 +- 0.005, shift +0.096, loop bonds 5.36 %
  long reach: p=0.538 +- 0.003, shift +0.026, loop bonds 0.98 %
  substitution: p=0.590 +- 0.002, shift +0.077, loop bonds 0.03 %
  short reach + substitution: p=0.647 +- 0.002, shift +0.135, loop bonds 4.54 %
```
